# A spin-7/2 icosahedral code that corrects errors linear in J: verification in Python

```python
"""
Result under test: spin 7/2 restricted to the binary icosahedral group 2I is
2' + 6, and the projector P on the doublet 2' obeys
    P E^dagger F P = (alpha* alpha' + (21/4) beta* . beta') P
for E = alpha + beta.J and F = alpha' + beta'.J  (hbar = 1).
chi_j : character of spin j;  chi_code : character of the doublet 2'.
n_k   : number of times End(2') and the rank-k tensors share an irrep.
Recovery operators: P and (2/sqrt(21)) P J_a, a = x, y, z.
The group is generated numerically from two fivefold rotations.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq


def spin_matrices(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    return np.array([jx, jy, np.diag(m)], dtype=complex)


def rotation(spin, axis, angle):
    return expm(-1j * angle * np.einsum("a,aij->ij", axis, spin))


S = spin_matrices(0.5)
J = spin_matrices(3.5)
identity = np.eye(8)

# Generate the group, carrying spin-1/2 and spin-7/2 matrices together.
vertex_axes = [np.array([0.0, 0.0, 1.0]),
               np.array([2.0, 0.0, 1.0]) / np.sqrt(5)]
generators = [(rotation(S, v, 2 * np.pi / 5), rotation(J, v, 2 * np.pi / 5))
              for v in vertex_axes]
group = [(np.eye(2, dtype=complex), np.eye(8, dtype=complex))]
position = 0
while position < len(group):
    small, large = group[position]
    for gen_small, gen_large in generators:
        new = gen_small @ small
        known = np.array([g[0] for g in group])
        if np.abs(known - new).max(axis=(1, 2)).min() > 1e-8:
            group.append((new, gen_large @ large))
    position += 1
    assert len(group) <= 120
order = len(group)
assert order == 120

half_trace = np.array([np.trace(g[0]).real / 2 for g in group])
theta = 2 * np.arccos(np.clip(half_trace, -1, 1))
D = np.array([g[1] for g in group])


def character(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    return np.cos(np.outer(theta, m)).sum(axis=1)


def inner(a, b):
    return float(np.mean(a * b))


# The character formula against traces of the generated matrices.
assert np.allclose(np.trace(D, axis1=1, axis2=2), character(3.5), atol=1e-9)

# Decomposition of spin 7/2.
norm_six = inner(character(2.5), character(2.5))
mult_six = inner(character(2.5), character(3.5))
chi_code = character(3.5) - character(2.5)
norm_code = inner(chi_code, chi_code)
overlap_half = inner(chi_code, character(0.5))
assert np.allclose([norm_six, mult_six, norm_code, overlap_half],
                   [1, 1, 1, 0], atol=1e-9)

# Selection rules, and the other doublet as a case where they fail.
n_rank = [inner(character(k), chi_code**2) for k in range(7)]
assert np.allclose(n_rank[:5], [1, 0, 0, 1, 0], atol=1e-9)
n_rank1_other = inner(character(1), character(0.5)**2)
assert abs(n_rank1_other - 1) < 1e-9
mult_product = inner(character(1) * chi_code, character(2.5))
assert abs(mult_product - 1) < 1e-9

# Projector on the doublet from the group sum.
P = 2 / order * np.einsum("g,gij->ij", chi_code, D)
assert np.allclose(P @ P, P, atol=1e-9)
assert np.allclose(P, P.conj().T, atol=1e-9)
assert abs(np.trace(P) - 2) < 1e-9

# Knill-Laflamme matrix, computed from the explicit operators.
errors = [identity, J[0], J[1], J[2]]
kl = np.zeros((4, 4), dtype=complex)
kl_residual = 0.0
for a, Ea in enumerate(errors):
    for b, Eb in enumerate(errors):
        block = P @ Ea.conj().T @ Eb @ P
        kl[a, b] = np.trace(block) / 2
        kl_residual = max(kl_residual, np.abs(block - kl[a, b] * P).max())
assert kl_residual < 1e-9
assert np.allclose(kl, np.diag([1, 21 / 4, 21 / 4, 21 / 4]), atol=1e-9)

# General complex linear errors.
rng = np.random.default_rng(4)
for _ in range(5):
    c = rng.normal(size=(2, 4)) + 1j * rng.normal(size=(2, 4))
    E, F = [sum(x * op for x, op in zip(row, errors)) for row in c]
    constant = c[0, 0].conj() * c[1, 0] + 21 / 4 * np.vdot(c[0, 1:], c[1, 1:])
    assert np.allclose(P @ E.conj().T @ F @ P, constant * P, atol=1e-8)

# The errors fill the six-dimensional complement; the recovery is complete.
error_rank = np.linalg.matrix_rank(np.hstack([Ja @ P for Ja in J]), tol=1e-7)
assert error_rank == 6
assert np.allclose(sum(Ja @ P @ Ja for Ja in J), 21 / 4 * (identity - P),
                   atol=1e-9)
recovery = [P] + [2 / np.sqrt(21) * P @ Ja for Ja in J]
assert np.allclose(sum(R.conj().T @ R for R in recovery), identity, atol=1e-9)

# Codewords: project m = 3/2, then apply a half turn about y.
m_values = 3.5 - np.arange(8)
index = {m: i for i, m in enumerate(m_values)}
code0 = P[:, index[1.5]].copy()
code0 /= np.linalg.norm(code0)
code1 = rotation(J, [0, 1, 0], np.pi) @ code0
assert np.allclose(P @ code1, code1, atol=1e-9)
assert abs(np.vdot(code0, code1)) < 1e-9
assert max(np.abs(code0.imag).max(), np.abs(code1.imag).max()) < 1e-9
assert abs(abs(code0[index[1.5]])**2 - 0.7) < 1e-9
assert abs(abs(code0[index[-3.5]])**2 - 0.3) < 1e-9

# Rank three does act on the code.
jz_cubed = np.vdot(code0, J[2] @ J[2] @ J[2] @ code0).real
assert abs(jz_cubed + 21 / 2) < 1e-8


# Finite rotations followed by recovery.
def infidelity(axis, angle):
    U = rotation(J, axis, angle)
    return 1 - sum(abs(np.trace(R @ U @ P))**2 for R in recovery) / 4


def bare_infidelity(axis, angle):
    return 1 - abs(np.trace(rotation(S, axis, angle)))**2 / 4


axis = np.array([1.0, 2.0, 2.0]) / 3
axes = [axis, np.array([0.0, 0.0, 1.0]), np.array([1.0, 0.0, 0.0])]
coefficients = []
for n in axes:
    Jn = np.einsum("a,aij->ij", n, J)
    fourth = P @ np.linalg.matrix_power(Jn, 4) @ P
    assert np.allclose(fourth, 777 / 16 * P, atol=1e-8)
    coefficients.append(infidelity(n, 0.01) / 0.01**4)
# Terms of relative order angle squared set this tolerance.
assert np.allclose(coefficients, 21 / 4, atol=0.02)

angle = 0.1
U = rotation(J, axis, angle)
stay = np.trace(P @ U @ P @ U.conj().T).real / 2
without_recovery = 1 - abs(np.trace(P @ U))**2 / 4
with_recovery = infidelity(axis, angle)
bare = bare_infidelity(axis, angle)
assert abs(bare - np.sin(angle / 2)**2) < 1e-12
assert with_recovery < bare < without_recovery
break_even = brentq(lambda x: infidelity(axis, x) - bare_infidelity(axis, x),
                    0.05, 0.4)

print("All quantities dimensionless (hbar = 1) unless a unit is given")
print(f"group order: {order}")
print("theta/deg size chi_1/2 chi_5/2 chi_7/2 chi_code chi_1 chi_2 chi_3")
degrees = np.rint(np.degrees(theta)).astype(int)
for degree in np.unique(degrees):
    members = np.flatnonzero(degrees == degree)
    i = members[0]
    row = [character(0.5)[i], character(2.5)[i], character(3.5)[i],
           chi_code[i], character(1)[i], character(2)[i], character(3)[i]]
    print(f"{degree:4d} {len(members):3d} "
          + " ".join(f"{x + 0.0:7.3f}" for x in np.round(row, 6) + 0.0))
print(f"norm of chi_5/2: {norm_six:.3f}")
print(f"multiplicity of 6 in spin 7/2: {mult_six:.3f}")
print(f"norm of chi_code: {norm_code:.3f}")
print(f"overlap of chi_code with chi_1/2: {abs(overlap_half):.3f}")
print("n_k for k = 0..6:", [int(round(x)) for x in n_rank])
print(f"rank-1 count for the other doublet: {n_rank1_other:.3f}")
print(f"multiplicity of 6 in 3 x 2': {mult_product:.3f}")
print("diagonal of error matrix (1,Jx,Jy,Jz):", np.round(kl.diagonal().real, 6))
off_diagonal = np.abs(kl - np.diag(kl.diagonal())).max()
print(f"largest off-diagonal element: {off_diagonal:.1e}")
print(f"largest deviation from multiples of P: {kl_residual:.1e}")
print(f"dimension spanned by J_a on the code: {error_rank}")
for name, state in (("0", code0), ("1", code1)):
    parts = [f"m={m:+.1f}: {state[i].real:+.6f}"
             for m, i in index.items() if abs(state[i]) > 1e-8]
    print(f"codeword {name} amplitudes: " + ", ".join(parts))
print(f"<0|Jz^3|0>: {jz_cubed:.4f}")
print(f"<0|(n.J)^4|0>: {np.vdot(code0, fourth @ code0).real:.4f}")
print("infidelity/angle^4 at 0.01 rad, axes (1,2,2)/3, z, x:",
      np.round(coefficients, 4))
print(f"example rotation angle: {angle:.3f} rad, axis (1,2,2)/3")
print(f"probability of the no-error outcome: {stay:.6f}")
print(f"infidelity without recovery: {without_recovery:.6e}")
print(f"infidelity with recovery: {with_recovery:.6e}")
print(f"leading formula (21/4) angle^4: {21 / 4 * angle**4:.6e}")
print(f"infidelity of bare spin 1/2: {bare:.6e}")
print(f"bare/encoded infidelity ratio: {bare / with_recovery:.3f}")
print(f"break-even angle, full calculation: {break_even:.5f} rad")
print(f"break-even angle, leading order: {1 / np.sqrt(21):.5f} rad")
print("all good")
```

Running it gives:

```
All quantities dimensionless (hbar = 1) unless a unit is given
group order: 120
theta/deg size chi_1/2 chi_5/2 chi_7/2 chi_code chi_1 chi_2 chi_3
   0   1   2.000   6.000   8.000   2.000   3.000   5.000   7.000
  72  12   1.618  -1.000  -1.618  -0.618   1.618   0.000  -1.618
 120  20   1.000   0.000   1.000   1.000   0.000  -1.000   1.000
 144  12   0.618   1.000  -0.618  -1.618  -0.618   0.000   0.618
 180  30   0.000   0.000   0.000   0.000  -1.000   1.000  -1.000
 216  12  -0.618  -1.000   0.618   1.618  -0.618   0.000   0.618
 240  20  -1.000   0.000  -1.000  -1.000   0.000  -1.000   1.000
 288  12  -1.618   1.000   1.618   0.618   1.618   0.000  -1.618
 360   1  -2.000  -6.000  -8.000  -2.000   3.000   5.000   7.000
norm of chi_5/2: 1.000
multiplicity of 6 in spin 7/2: 1.000
norm of chi_code: 1.000
overlap of chi_code with chi_1/2: 0.000
n_k for k = 0..6: [1, 0, 0, 1, 0, 1, 1]
rank-1 count for the other doublet: 1.000
multiplicity of 6 in 3 x 2': 1.000
diagonal of error matrix (1,Jx,Jy,Jz): [1.   5.25 5.25 5.25]
largest off-diagonal element: 3.5e-16
largest deviation from multiples of P: 5.8e-15
dimension spanned by J_a on the code: 6
codeword 0 amplitudes: m=+1.5: +0.836660, m=-3.5: -0.547723
codeword 1 amplitudes: m=+3.5: +0.547723, m=-1.5: +0.836660
<0|Jz^3|0>: -10.5000
<0|(n.J)^4|0>: 48.5625
infidelity/angle^4 at 0.01 rad, axes (1,2,2)/3, z, x: [5.2491 5.249  5.2491]
example rotation angle: 0.100 rad, axis (1,2,2)/3
probability of the no-error outcome: 0.948583
infidelity without recovery: 5.141827e-02
infidelity with recovery: 5.158144e-04
leading formula (21/4) angle^4: 5.250000e-04
infidelity of bare spin 1/2: 2.497917e-03
bare/encoded infidelity ratio: 4.843
break-even angle, full calculation: 0.22798 rad
break-even angle, leading order: 0.21822 rad
all good
```
